# Three 9j symbols and the rank-two product of L and S: a numerical check

```python
"""
Result under test, for coupled angular momenta L (quantum number l) and
S (quantum number s), total j, with hbar = 1:
  a=l(l+1), b=s(s+1), J=j(j+1), X=(J-a-b)/2 (eigenvalue of L.S),
  Lam=sqrt(a(2l+1)), Sig=sqrt(b(2s+1)), N=3(a+X)(b+X)-X*J
  9j{l l 1; s s 1; j j k} =
     k=0: -X/(Lam Sig sqrt(3(2j+1)))
     k=1: 0
     k=2: 2N/(Lam Sig sqrt(30 J(2j-1)(2j+1)(2j+3))), zero for j<1
  <jm|[LxS]^2_0|jm> = c(3m^2-J)/sqrt(6), c=2N/(J(2j-1)(2j+3)), j>=1
Here [LxS]^k is the rank-k coupled tensor product.
The 9j symbols are computed from their definition as sums of six 3j
symbols; operators are explicit matrices in the product basis.
Arguments named two_x hold twice an angular momentum, as integers.
"""
from functools import lru_cache
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_3j

TOL = 1e-10


@lru_cache(maxsize=None)
def threej_table(two_a, two_b, two_c):
    """All 3j symbols of a, b, c; index i means projection i - a."""
    table = np.zeros((two_a + 1, two_b + 1, two_c + 1))
    for ia in range(two_a + 1):
        for ib in range(two_b + 1):
            ma, mb = 2 * ia - two_a, 2 * ib - two_b
            mc = -ma - mb
            if abs(mc) <= two_c:
                args = [Rational(v, 2)
                        for v in (two_a, two_b, two_c, ma, mb, mc)]
                table[ia, ib, (mc + two_c) // 2] = float(wigner_3j(*args))
    return table


def ninej(row1, row2, row3):
    """9j symbol from its definition; entries are doubled."""
    rows = [threej_table(*r) for r in (row1, row2, row3)]
    cols = [threej_table(*c) for c in zip(row1, row2, row3)]
    return float(np.einsum("abc,def,ghi,adg,beh,cfi->",
                           *rows, *cols, optimize=True))


def ninej_diag(two_l, two_s, two_j, k):
    return ninej((two_l, two_l, 2), (two_s, two_s, 2),
                 (two_j, two_j, 2 * k))


def invariants(l, s, j):
    a, b, jj = l * (l + 1), s * (s + 1), j * (j + 1)
    x = (jj - a - b) / 2
    lam_sig = np.sqrt(a * (2 * l + 1) * b * (2 * s + 1))
    n = 3 * (a + x) * (b + x) - x * jj
    return a, b, jj, x, lam_sig, n


def closed_ninej(l, s, j, k):
    a, b, jj, x, lam_sig, n = invariants(l, s, j)
    if k == 0:
        return -x / (lam_sig * np.sqrt(3 * (2 * j + 1)))
    if k == 1 or j < 1:
        return 0.0
    return 2 * n / (lam_sig * np.sqrt(
        30 * jj * (2 * j - 1) * (2 * j + 1) * (2 * j + 3)))


def projection_factor(l, s, j):
    if j < 1:
        return 0.0
    jj, n = invariants(l, s, j)[2], invariants(l, s, j)[5]
    return 2 * n / (jj * (2 * j - 1) * (2 * j + 3))


def spin_matrices(two_j):
    j = two_j / 2
    m = np.arange(two_j + 1) - j
    raising = np.diag(np.sqrt(j * (j + 1) - m[:-1] * (m[:-1] + 1)), -1)
    lowering = raising.T
    return [(raising + lowering) / 2 + 0j,
            (raising - lowering) / 2j, np.diag(m) + 0j]


def dot(u, v):
    return sum(p @ q for p, q in zip(u, v))


def cross(u, v):
    return [u[(i + 1) % 3] @ v[(i + 2) % 3]
            - u[(i + 2) % 3] @ v[(i + 1) % 3] for i in range(3)]


def spherical(v):
    """Components q = -1, 0, +1."""
    return [(v[0] - 1j * v[1]) / np.sqrt(2), v[2],
            -(v[0] + 1j * v[1]) / np.sqrt(2)]


def coupled_zero(u, v, k):
    """Component q=0 of the rank-k tensor product."""
    us, vs = spherical(u), spherical(v)
    table = threej_table(2, 2, 2 * k)
    return np.sqrt(2 * k + 1) * sum(
        table[i, 2 - i, k] * us[i] @ vs[2 - i] for i in range(3))


def close(u, v):
    return np.allclose(u, v, rtol=0, atol=TOL)


def build(two_l, two_s):
    """Operators, and the eigenvectors of J^2 and Jz sorted by j."""
    L = [np.kron(p, np.eye(two_s + 1)) for p in spin_matrices(two_l)]
    S = [np.kron(np.eye(two_l + 1), p) for p in spin_matrices(two_s)]
    Jv = [p + q for p, q in zip(L, S)]
    J2 = dot(Jv, Jv)
    vectors = np.linalg.eigh(J2 + 0.01 * Jv[2])[1]
    j2_values = np.einsum("ai,ab,bi->i", vectors.conj(), J2, vectors).real
    two_js = np.rint(np.sqrt(1 + 4 * j2_values) - 1).astype(int)
    blocks = {int(t): vectors[:, two_js == t] for t in np.unique(two_js)}
    return L, S, Jv, blocks


count = 0
for two_l in (1, 2, 3, 4, 6):
    for two_s in (1, 2, 3):
        l, s = two_l / 2, two_s / 2
        L, S, Jv, blocks = build(two_l, two_s)
        LS, LxS = dot(L, S), cross(L, S)
        tensors = [coupled_zero(L, S, k) for k in range(3)]
        # Cartesian forms of the coupled tensors, and the commutator
        assert close(tensors[0], -LS / np.sqrt(3))
        assert close(tensors[1], 1j * LxS[2] / np.sqrt(2))
        assert close(tensors[2], (3 * L[2] @ S[2] - LS) / np.sqrt(6))
        for i in range(3):
            assert close(S[i] @ LS - LS @ S[i], 1j * LxS[i])
        assert sorted(blocks) == list(
            range(abs(two_l - two_s), two_l + two_s + 1, 2))
        square = dot(LxS, LxS)
        for two_j, V in blocks.items():
            j = two_j / 2
            a, b, jj, x, lam_sig, n = invariants(l, s, j)
            c = projection_factor(l, s, j)
            Vh = V.conj().T
            ms = np.einsum("ai,ab,bi->i", V.conj(), Jv[2], V).real
            unit = np.eye(two_j + 1)
            # 9j by definition against closed form, and tensor elements
            for k in range(3):
                value = ninej_diag(two_l, two_s, two_j, k)
                assert abs(value - closed_ninej(l, s, j, k)) < TOL
                reduced = (2 * j + 1) * np.sqrt(2 * k + 1) * lam_sig * value
                diagonal = np.diag(Vh @ tensors[k] @ V)
                table = threej_table(two_j, 2 * k, two_j)
                for m, element in zip(ms, diagonal):
                    up, down = int(round(j + m)), int(round(j - m))
                    predicted = (-1) ** down * table[down, k, up] * reduced
                    assert abs(element - predicted) < TOL
                    if k == 2:
                        assert abs(element - c * (3 * m * m - jj)
                                   / np.sqrt(6)) < TOL
            # reduced element of rank 2 in closed form
            rank2 = (2 * j + 1) * np.sqrt(5) * lam_sig * ninej_diag(
                two_l, two_s, two_j, 2)
            if j >= 1:
                assert abs(rank2 - c * np.sqrt(
                    jj * (2 * j - 1) * (2 * j + 1) * (2 * j + 3) / 6)) < TOL
            # the vector product has no elements within one j
            for i in range(3):
                assert close(Vh @ LxS[i] @ V, 0)
            # ordinary square of the vector product
            assert close(Vh @ square @ V, (a * b - x * x - x) * unit)
            # projection of every Cartesian component, and contractions
            Jb = [Vh @ p @ V for p in Jv]
            left = np.zeros_like(Jb[0])
            right = np.zeros_like(Jb[0])
            for p in range(3):
                assert close(sum(Jb[q] @ Jb[p] @ Jb[q] for q in range(3)),
                             (jj - 1) * Jb[p])
                for q in range(3):
                    T = (L[p] @ S[q] + L[q] @ S[p]) / 2 - (p == q) * LS / 3
                    Tb = Vh @ T @ V
                    Q = (Jb[p] @ Jb[q] + Jb[q] @ Jb[p]) / 2 \
                        - (p == q) * jj / 3 * unit
                    assert close(Tb, c * Q)
                    left = left + Jb[p] @ Tb @ Jb[q]
                    right = right + Jb[p] @ Q @ Jb[q]
            assert close(left, n / 3 * unit)
            assert close(right, jj * (2 * j - 1) * (2 * j + 3) / 6 * unit)
            count += 1

# column exchange on a nonzero symbol whose nine entries have odd sum
original = ninej((4, 4, 2), (2, 2, 2), (6, 4, 4))
exchanged = ninej((4, 4, 2), (2, 2, 2), (4, 6, 4))
assert abs(original) > 1e-3 and abs(original + exchanged) < TOL

# for unequal j the rank-1 symbol and the vector product survive
offdiag = ninej((4, 4, 2), (2, 2, 2), (6, 4, 2))
L, S, Jv, blocks = build(4, 2)
cross_block = blocks[6].conj().T @ cross(L, S)[2] @ blocks[4]
largest = np.max(np.abs(cross_block))
assert abs(offdiag) > 1e-3 and largest > 1e-3

# worked example
l, s = 2, 1
a, b, _, _, lam_sig, _ = invariants(l, s, 3)
print(f"(l,s,j) combinations tested: {count}")
print(f"Example, all numbers dimensionless (hbar=1): l={l}, s={s}")
print(f"a = {a}, b = {b}, Lambda*Sigma = {lam_sig:.6f}")
T20 = coupled_zero(L, S, 2)
trace_coupled = 0.0
for j in (1, 2, 3):
    _, _, jj, x, _, n = invariants(l, s, j)
    c = projection_factor(l, s, j)
    symbols = [ninej_diag(2 * l, 2 * s, 2 * j, k) for k in range(3)]
    reduced = (2 * j + 1) * np.sqrt(5) * lam_sig * symbols[2]
    print(f"j={j}: J = {jj}, X = {x:.0f}, N = {n:.0f}, c = {c:.6f}")
    print(f"  9j k=0: {symbols[0]:.8f}")
    print(f"  9j k=1: {abs(symbols[1]):.8f} (absolute value)")
    print(f"  9j k=2: {symbols[2]:.8f}")
    print(f"  reduced element, rank 2: {reduced:.6f}")
    V = blocks[2 * j]
    ms = np.diag(V.conj().T @ Jv[2] @ V).real
    elements = np.diag(V.conj().T @ T20 @ V).real
    for m, element in sorted(zip(ms, elements)):
        if m > -0.5:
            print(f"  <j m|[LxS]^2_0|j m>, |m|={abs(round(m))}: "
                  f"{round(element, 6) + 0.0:.6f}")
        if round(m) == 2:
            trace_coupled += element
    V2 = V.conj().T @ dot(cross(L, S), cross(L, S)) @ V
    print(f"  ordinary square (LxS).(LxS): {V2[0, 0].real:.6f}")
product_m = np.diag(Jv[2]).real
trace_product = np.diag(T20).real[np.abs(product_m - 2) < 1e-9].sum()
assert abs(trace_coupled - trace_product) < TOL
print(f"Trace of [LxS]^2_0 at m=2, coupled basis: {trace_coupled:.6f}")
print(f"Trace of [LxS]^2_0 at m=2, product basis: {trace_product:.6f}")
print(f"9j {{2 2 1; 1 1 1; 3 2 1}}: {offdiag:.8f}")
print(f"Largest |<3 m|(LxS)_z|2 m>|: {largest:.6f}")
print(f"9j {{2 2 1; 1 1 1; 3 2 2}}: {original:.8f}")
print(f"9j {{2 2 1; 1 1 1; 2 3 2}}: {exchanged:.8f}")
print("all assertions hold")
```

Running it gives:

```
(l,s,j) combinations tested: 41
Example, all numbers dimensionless (hbar=1): l=2, s=1
a = 6, b = 2, Lambda*Sigma = 13.416408
j=1: J = 2, X = -3, N = -3, c = -0.600000
  9j k=0: 0.07453560
  9j k=1: 0.00000000 (absolute value)
  9j k=2: -0.01490712
  reduced element, rank 2: -1.341641
  <j m|[LxS]^2_0|j m>, |m|=0: 0.489898
  <j m|[LxS]^2_0|j m>, |m|=1: -0.244949
  ordinary square (LxS).(LxS): 6.000000
j=2: J = 6, X = -1, N = 21, c = 0.333333
  9j k=0: 0.01924501
  9j k=1: 0.00000000 (absolute value)
  9j k=2: 0.02277100
  reduced element, rank 2: 3.415650
  <j m|[LxS]^2_0|j m>, |m|=0: -0.816497
  <j m|[LxS]^2_0|j m>, |m|=1: -0.408248
  <j m|[LxS]^2_0|j m>, |m|=2: 0.816497
  ordinary square (LxS).(LxS): 12.000000
j=3: J = 12, X = 2, N = 72, c = 0.266667
  9j k=0: -0.03253000
  9j k=1: 0.00000000 (absolute value)
  9j k=2: 0.03187276
  reduced element, rank 2: 6.693280
  <j m|[LxS]^2_0|j m>, |m|=0: -1.306395
  <j m|[LxS]^2_0|j m>, |m|=1: -0.979796
  <j m|[LxS]^2_0|j m>, |m|=2: 0.000000
  <j m|[LxS]^2_0|j m>, |m|=3: 1.632993
  ordinary square (LxS).(LxS): 6.000000
Trace of [LxS]^2_0 at m=2, coupled basis: 0.816497
Trace of [LxS]^2_0 at m=2, product basis: 0.816497
9j {2 2 1; 1 1 1; 3 2 1}: 0.03333333
Largest |<3 m|(LxS)_z|2 m>|: 1.897367
9j {2 2 1; 1 1 1; 3 2 2}: -0.01217161
9j {2 2 1; 1 1 1; 2 3 2}: 0.01217161
all assertions hold
```
